\section*{Where the Hydrogen Affinity Level Meets a Metal's Fermi Level}

\section*{Problem}

A hydrogen atom leaves a clean, flat metal surface along the normal, as it may after low-energy scattering or after release from the near-surface region. Close to the metal it can take up an electron and become H$^-$. The metal has work function $W=4.5$ eV. Treat the metal as a grounded perfect conductor and the negative ion as a point charge, with the nucleus at rest at distance $z$ from the image plane.

\begin{enumerate}
\item Find how the affinity level of hydrogen depends on $z$.
\item Find the distance $z_c$ at which this level meets the Fermi level, and say which charge state has the lower energy on each side.
\item Decide how far the answer can be trusted.
\end{enumerate}

The algebra is in atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$). Numbers are in eV and \AA, for which $e^2/(4\pi\varepsilon_0)=14.400$ eV\,\AA. The zero of energy is an electron at rest in vacuum far from the metal, so the Fermi level is at $-W$. The image plane is the plane from which the classical image distance is counted; it does not pass through the outermost nuclei.

The electron affinity is $A=E(\mathrm{H})-E(\mathrm{H}^-)$ for the free atom and ion. A correlated variational (Hylleraas) calculation with a fixed nucleus and no relativity gives $E(\mathrm{H}^-)=-14.361$ eV. With $E(\mathrm{H})=-13.606$ eV,
\[
A=-13.606+14.361=0.755\ \text{eV}.
\]
The next smaller basis changes $A$ by about $0.001$ eV.

\section*{Hints}

\begin{enumerate}
\item A level that can take up an electron is a difference of two total energies, one with the electron on the atom and one without it. Which of the two states carries a net charge?
\item Replace the metal by an image charge. Find the force on the ion first, and then the work done by that force as the ion comes in from infinity. The image moves when the ion moves.
\item Moving an electron from the Fermi level to the atom costs no energy at the crossing.
\item To judge the result, compare $z_c$ with the size of the ion, and ask whether any barrier separates the atom from the metal.
\end{enumerate}

\section*{Solution}

\subsection*{The image energy}

Place the ion, of charge $q=-1$, at height $z$ above the plane. A charge $-q$ at depth $z$ below the plane is equally far from every point of the plane, so the two potentials cancel there. This meets the condition of a grounded conductor, and the solution of the electrostatic problem outside the metal is unique. The field acting on the ion is therefore that of a charge $-q$ at distance $2z$. With the outward direction positive, the force is
\begin{equation}
F(z)=-\frac{q^2}{(2z)^2}=-\frac{1}{4z^2}.
\end{equation}
The minus sign means attraction, whatever the sign of $q$. The potential energy that vanishes at infinity is
\begin{equation}
U(z)=-\int_\infty^z F(z')\,dz'
=\int_\infty^z\frac{dz'}{4z'^2}
=\left[-\frac{1}{4z'}\right]_\infty^z=-\frac{1}{4z}.
\end{equation}
Two independent charges $q$ and $-q$ at separation $2z$ would have the energy $-1/(2z)$. Here the force at a given separation is the same, but the image moves too, so the ion travels only half as far as the separation changes. The work, and with it the energy, is half that value.

\subsection*{The affinity level}

The neutral atom has no net charge and, in this model, no image energy. (Its fluctuating dipole does have one. The leading term at large distance is $-\langle r^2\rangle/(12z^3)=-1/(4z^3)$ for H, since $\langle r^2\rangle=3$. Evaluated at the crossing found below it would be about $-1.1$ eV, so it is not small there. It is left out, as is the corresponding term for the ion.) The ion has the energy $U(z)$ in addition to its free value. Hence
\begin{equation}
\varepsilon_A(z)=\left[E(\mathrm{H}^-)+U(z)\right]-E(\mathrm{H})
=-A-\frac{1}{4z}.
\end{equation}
The level moves down as the atom approaches, because the state that holds the extra electron is the charged one.

The ionization level behaves in the opposite way. It is the energy of H minus that of H$^+$, and now the state without the electron has the image energy. With $I=E(\mathrm{H}^+)-E(\mathrm{H})$ for the free species,
\begin{equation}
\varepsilon_I(z)=E(\mathrm{H})-\left[E(\mathrm{H}^+)+U(z)\right]
=-I+\frac{1}{4z}.
\end{equation}

\subsection*{The crossing}

Compare H$^-$ with a neutral atom whose extra electron is still in the metal at the Fermi level:
\begin{equation}
\Delta E(z)=\varepsilon_A(z)-(-W)=W-A-\frac{1}{4z}.
\end{equation}
Setting $\Delta E=0$ gives $1/(4z_c)=W-A$, and so
\begin{equation}
z_c=\frac{1}{4(W-A)},\qquad W>A.
\label{eq:crossing}
\end{equation}
Since $d(\Delta E)/dz=1/(4z^2)>0$, there is one crossing. H$^-$ has the lower energy for $z<z_c$, and neutral H for $z>z_c$.

As $W$ falls towards $A$, the crossing recedes to infinity. For $W<A$ the ion is favoured at every distance and there is no crossing. For $W\gg A$ the result tends to $1/(4W)$, and the affinity of the free atom hardly matters.

\subsection*{Numbers}

The cost of attachment far from the surface is $W-A=4.5-0.755=3.745$ eV. The image shift must supply all of it:
\[
z_c=\frac{14.400\ \text{eV\,\AA}}{4\times3.745\ \text{eV}}
=0.961\ \text{\AA}\approx1.82\ \text{bohr}.
\]
The level on either side of this point is

\begin{center}
\begin{tabular}{cc}
$z$ (\AA) & $\varepsilon_A$ (eV)\\
0.5 & $-7.955$\\
1.0 & $-4.355$\\
2.0 & $-2.555$\\
5.0 & $-1.475$
\end{tabular}
\end{center}

At 1.0 \AA\ the level is still slightly above the Fermi level at $-4.5$ eV; at 0.5 \AA\ it is far below. At $z_c$ the ionization level is at $-13.606+3.745=-9.861$ eV, well below the Fermi level, so H$^+$ does not compete with the other two states there.

The image energy was also tested without an image charge. A surface charge made of Gaussian discs on the plane was allowed to relax to minimum energy in the presence of the ion. The crossing found from that energy is again 0.961 \AA.

\subsection*{How far the answer can be trusted}

The three digits belong to the model. Four comparisons show how much they mean for a real atom.

\emph{Size of the ion.} The mean distance of an electron from the nucleus in free H$^-$ is 1.43 \AA, which is larger than $z_c$. If the free ion is placed at $z_c$ without distortion, about a quarter of one electron, out of two, lies beyond the image plane. The ion is not a point charge on this scale.

\emph{Distortion.} The field of the induced charge at the nucleus has the magnitude $1/(4z_c^2)$, or
\[
\frac{14.400}{4\times0.961^2}=3.90\ \text{V/\AA}.
\]
Over one mean radius a uniform field of this strength changes the energy of an electron by $3.90\times1.43\approx5.6$ eV, several times the binding energy $A$. The field is not uniform on this scale: a step of one mean radius away from the metal changes the image energy by $3.745\times(1-0.961/2.39)\approx2.2$ eV, which is still about three times $A$. The charge cloud of the free ion cannot survive unchanged, so a rigid ion with a fixed $A$ is a poor description.

\emph{Barrier.} Let an electron at distance $x$ from the image plane have the image energy $-1/(4x)$. At the Fermi level it meets a barrier of height $W-1/(4x)$, which begins where this is zero:
\[
x_b=\frac{1}{4W}=\frac{14.400}{4\times4.5}=0.800\ \text{\AA}.
\]
The barrier is thus 0.161 \AA\ wide up to the atom. Its height at $z_c$ is $W-1/(4z_c)=W-(W-A)=A$, or 0.755 eV. The WKB factor
\[
\exp\left[-2\int_{x_b}^{z_c}\sqrt{2\left(W-\frac{1}{4x}\right)}\,dx\right]
\]
is 0.91. The attraction of the atom is left out here. The whole path lies within 0.161 \AA\ of the nucleus, where that attraction is far larger than the barrier and would remove it. WKB is not quantitative for a factor so near one, but the conclusion is clear: hardly any barrier holds the electron on the atom. The level must be expected to be broad, and its occupation does not switch at a sharp distance.

\emph{Motion.} Take an exit energy of 1000 eV. An electron carried along at the same speed has this energy divided by the ratio of proton to electron mass, $v^2/2=1000/1836=0.54$ eV. With the atomic unit of energy equal to $2\times13.606=27.21$ eV, this gives $v=\sqrt{2\times0.54/27.21}\approx0.20$. The atom covers the distance $z_c$ in the time $z_c/v$, which corresponds to an energy spread of
\[
\frac{v}{z_c}\approx\frac{0.20}{1.82}\times27.21\ \text{eV}\approx3.0\ \text{eV}.
\]
This is comparable with the whole image shift. At this speed the charge state need not follow the state of lowest energy, and the crossing does not give the fraction of atoms that leave as H$^-$. The spread scales as the square root of the exit energy: it is 0.3 eV at 10 eV and about 0.1 eV at 1 eV, so this objection is much weaker for slow atoms.

The safe reading is that, in the classical picture, the levels meet about 1 \AA\ from the image plane. That is inside the region where atom and metal overlap strongly. The distance marks where two energies of the model are equal; it is not a sharp boundary between charge states.

\subsection*{The model beside a real surface}

A work function of 4.5 eV is roughly typical of clean transition metals. Real surfaces break the assumption of one uniform work function: it differs between crystal faces and changes with adsorbates. Variation 1 gives the resulting shift per 0.1 eV. An adsorbed alkali metal can lower $W$ by electronvolts, which moves the crossing outward by far more and makes H$^-$ easier to form. At 4.5 eV the point-ion assumption fails as well, and this model cannot say how far that moves the crossing. An answer would need a calculation of the atom and the surface together.

\section*{Variation 1: a small change of work function}

\emph{The work function falls by 0.1 eV, with $A$ held fixed. How far does the crossing move?}

Differentiate equation (\ref{eq:crossing}) and then insert $W-A=1/(4z_c)$:
\begin{equation}
\frac{dz_c}{dW}=-\frac{1}{4(W-A)^2}
=-\frac{(4z_c)^2}{4}=-4z_c^2.
\end{equation}
The minus sign means that a lower work function moves the crossing outward. In the chosen units,
\[
\delta z_c\approx\frac{4\times0.961^2}{14.400}\times0.1
\approx0.026\ \text{\AA}.
\]
The full formula gives $z_c=14.400/(4\times3.645)=0.988$ \AA, in agreement with this. The same slope converts the thermal energy at 300 K, 0.0259 eV, into 0.0066 \AA. Thermal smearing of the Fermi edge is therefore negligible beside the effects found above.

\section*{Variation 2: a metal that screens over a finite length}

\emph{Let the metal fill $x<0$ with a sharp edge, and let a static potential inside it obey $\nabla^2\phi=\phi/\lambda^2$. Take $\lambda=0.5$ \AA, a rough value for a good metal. Where is the crossing now?}

Put the ion at distance $d$ from the edge and resolve the potential into waves of wave number $k$ along the surface. Each wave of the ion's own potential varies as $e^{kx}$ for $x<d$. Outside, the metal adds a reflected part $-g\,e^{-kx}$. Inside, the wave is $t\,e^{\kappa x}$ with $\kappa=\sqrt{k^2+\lambda^{-2}}$. Continuity of the potential and of its slope at $x=0$ requires
\begin{equation}
1-g=t,\qquad k(1+g)=\kappa t.
\end{equation}
Eliminating $t$ gives $k+kg=\kappa-\kappa g$, and hence
\begin{equation}
g(k)=\frac{\kappa-k}{\kappa+k}.
\end{equation}
In two dimensions the wave amplitude of a unit charge is $2\pi/k$, and the sum over waves is $\int k\,dk/(2\pi)$; the factors of $k$ and $2\pi$ cancel. The path to the edge and back gives $e^{-2kd}$, and the factor $\tfrac12$ for an induced charge remains:
\begin{equation}
U=-\frac12\int_0^\infty g(k)\,e^{-2kd}\,dk.
\end{equation}
For $\lambda\to0$, $g=1$ and $U=-1/(4d)$, as before.

Far from the surface small $k$ dominates. There $\kappa\approx1/\lambda$, so $g\approx1-2k\lambda\approx e^{-2k\lambda}$ and $U\approx-1/[4(d+\lambda)]$. The image plane thus lies $\lambda$ inside the edge, and the distance to compare with the earlier result is $z=d+\lambda$.

The direction of the shift follows from $(\kappa-k)(\kappa+k)=\lambda^{-2}$, which turns $g$ into
\begin{equation}
g=\lambda^2(\kappa-k)^2=e^{-2\,\mathrm{arsinh}(k\lambda)}\ \ge\ e^{-2k\lambda},
\end{equation}
because $\mathrm{arsinh}\,y\le y$ for $y\ge0$. At a fixed distance from the image plane the energy is therefore deeper than $-1/(4z)$, and the crossing moves outward. Solving $W-A+U=0$ numerically gives $z=0.987$ \AA, against 0.961 \AA\ for the perfect conductor, a change of about 3 per cent.

With $\lambda=0.5$ \AA, finite screening in this form hardly changes the distance from the image plane. The change grows with $\lambda$, to about 7 per cent at 0.7 \AA\ and 17 per cent at 1.0 \AA. Counted from the metal edge, the crossing is at $0.987-0.5=0.487$ \AA, about half the value for the perfect conductor, so it matters which plane is meant. This distance from the edge does not carry over to a real metal. There electrons spill out beyond the edge of the positive background, and the image plane normally lies outside that edge, not inside it. The model also still has a point ion, so the small change does not remove the doubts raised by the size of H$^-$. The values used on this sheet are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Work function W (chosen): 4.50 eV
Energy of H-, Hylleraas: -14.361 eV
Energy of H, fixed nucleus: -13.606 eV
Electron affinity A, Hylleraas: 0.755 eV
Change of A from next smaller basis: 0.00098 eV
Electron affinity, full CI aug-cc-pVQZ: 0.738 eV
W - A, energy cost far away: 3.745 eV
Product e^2/(4 pi eps0): 14.400 eV angstrom
Affinity level at 0.5 angstrom: -7.955 eV
Affinity level at 1.0 angstrom: -4.355 eV
Affinity level at 2.0 angstrom: -2.555 eV
Affinity level at 5.0 angstrom: -1.475 eV
Affinity level at 10.0 angstrom: -1.115 eV
Crossing z_c: 0.961 angstrom
Crossing z_c: 1.816 bohr
Crossing from relaxed surface charge: 0.961 angstrom
Crossing if 1/(2z) were wrongly used: 1.922 angstrom
Image shift at z_c: -3.745 eV
Ionization level at z_c: -9.861 eV
Crossing for W lower by 0.1 eV: 0.988 angstrom
Outward move for W lower by 0.1 eV: 0.026 angstrom
Mean electron radius of free H-: 1.432 angstrom
Same radius, full CI: 1.383 angstrom
Electrons of free H- beyond image plane: 0.24 of 2
Image field at z_c: 3.90 V/angstrom
Field times mean radius: 5.58 eV
Screening length (chosen): 0.50 angstrom
Crossing with this screening length: 0.987 angstrom
Barrier at Fermi level starts at: 0.800 angstrom
Barrier width up to the atom: 0.161 angstrom
WKB factor of this barrier: 0.91 (no unit)
Exit energy (chosen): 1000 eV
Energy spread hbar v / z_c: 3.00 eV
Translational energy of one electron: 0.54 eV
Thermal energy kT at 300 K: 0.0259 eV
Shift of z_c for an energy kT: 0.0066 angstrom
\end{verbatim}
